# Nuclear stopping from a power-law cross section and its energy-independent case

## 1. The stopping law

Consider an ion of mass $M_1$ and laboratory energy $E$ that strikes atoms of mass $M_2$ at rest. In each collision an atom receives a recoil energy $T$. The cross section for a recoil energy between $T$ and $T+dT$ is taken to be

$$d\sigma=C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le T_{\max}, \tag{1}$$

where $C>0$ and $m$ depend on neither $E$ nor $T$. The nuclear stopping cross section $S$ is the integral of $T$ over $d\sigma$, so its dimension is energy times area. The dimension of $C$ follows from (1): the powers of energy on the right add up to $-m-1-m+1=-2m$, and therefore

$$[C]=\text{area}\times\text{energy}^{2m}. \tag{2}$$

Suppose that the integral for $S$ converges without a lower cutoff. The ion energy $E$ is then the one energy available besides those contained in $C$, because the masses can enter $T_{\max}/E$ only through their dimensionless ratio. Since $S$ is linear in $C$, the remaining factor must have the dimension energy$^{1-2m}$:

$$S(E)=f\!\left(m,\frac{M_1}{M_2}\right)C\,E^{1-2m}. \tag{3}$$

This fixes the exponent and singles out $m=1/2$, for which the power of $E$ disappears. Dimensions give neither the number $f$ nor the condition for convergence. If a second energy, such as a minimum recoil energy, were needed to make the integral finite, $f$ could depend on its ratio to $E$, and the power law (3) would no longer follow.

The upper limit comes from elastic, non-relativistic, two-body kinematics. Let the ion have velocity $\mathbf v$. The centre of mass moves with velocity

$$\mathbf V=\frac{M_1}{M_1+M_2}\,\mathbf v. \tag{4}$$

In the centre-of-mass frame the atom approaches with velocity $-\mathbf V$. An elastic collision keeps its speed in this frame and turns its velocity through the scattering angle $\theta$, so that it leaves with $-\mathbf V'$, where $|\mathbf V'|=|\mathbf V|$. Back in the laboratory its velocity is $\mathbf V-\mathbf V'$. Two vectors of equal length $V$ at an angle $\theta$ differ by a vector of length $2V\sin(\theta/2)$. The recoil energy is therefore

$$T=\frac{M_2}{2}\,4V^2\sin^2\frac{\theta}{2}
=\frac{4M_1M_2}{(M_1+M_2)^2}\,\frac{M_1v^2}{2}\,\sin^2\frac{\theta}{2}. \tag{5}$$

With $E=M_1v^2/2$ this reads

$$T=\gamma E\sin^2\frac{\theta}{2},\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},\qquad T_{\max}=\gamma E. \tag{6}$$

The maximum belongs to a head-on collision, $\theta=\pi$. For equal masses $\gamma=1$, and one collision can transfer the whole ion energy.

To connect $S$ with the energy loss, let the target contain $N$ atoms per unit volume, placed at random with respect to the ion's path. Over a short path $dx$ the mean number of collisions with recoil energy in $dT$ is $N\,dx\,d\sigma$, and each takes the energy $T$ from the ion. Adding all classes of collision gives the mean loss

$$-\frac{dE}{dx}=N\,S(E),\qquad S(E)=\int_0^{\gamma E}T\,\frac{d\sigma}{dT}\,dT. \tag{7}$$

The minus sign expresses that $E$ falls along the path while $S$ is positive. Energy given to electrons is not included in (7).

Insert (1) into (7). The factor $E^{-m}$ does not depend on the integration variable, and $T\cdot T^{-1-m}=T^{-m}$, so

$$S(E)=C E^{-m}\int_0^{\gamma E}T^{-m}\,dT. \tag{8}$$

To see what happens at the lower end, replace the limit zero by a small energy $T_1$. For $m\ne1$,

$$C E^{-m}\int_{T_1}^{\gamma E}T^{-m}dT
=\frac{C E^{-m}}{1-m}\left[(\gamma E)^{1-m}-T_1^{1-m}\right]. \tag{9}$$

When $m<1$ the exponent $1-m$ is positive and the second term vanishes as $T_1\to0$. The powers of energy in the first term combine as $E^{-m}E^{1-m}=E^{1-2m}$, and the result is

$$\boxed{S(E)=\frac{C\,\gamma^{1-m}}{1-m}\,E^{1-2m},\qquad m<1.} \tag{10}$$

The unknown factor in (3) is thus $f=\gamma^{1-m}/(1-m)$.

The condition on $m$ concerns soft collisions. At $m=1$ the integral in (8) is logarithmic, and with the cutoff kept it gives

$$S(E)=\frac{C}{E}\ln\frac{\gamma E}{T_1}\qquad(m=1). \tag{11}$$

Every decade of recoil energy then contributes the same amount, and the sum grows without limit as $T_1\to0$. For $m>1$ the second term in (9) diverges as a power. A finite stopping cross section then requires a physical lower limit, for instance one produced by screening. For $m<1$ no such limit is needed. By (9), leaving out all recoils below $T_1$ lowers $S$ by the fraction $(T_1/\gamma E)^{1-m}$ of its full value, which is small for $T_1\ll\gamma E$ unless $m$ is close to 1.

A finite $S$ does not require a finite total cross section. The integral of (1) itself diverges at small $T$ for $0\le m<1$. Soft collisions are then unlimited in number, but each takes so little energy that their total contribution remains finite.

The energy dependence is read from the logarithmic derivative of (10) at fixed $C$, $m$ and $\gamma$:

$$\frac{d\ln S}{d\ln E}=1-2m. \tag{12}$$

It vanishes if and only if $m=1/2$. Setting $m=1/2$ in (10) gives

$$S=2C\gamma^{1/2}\qquad\left(m=\tfrac12\right). \tag{13}$$

For $m<1/2$ the stopping rises with energy, and for $1/2<m<1$ it falls. The constancy at $m=1/2$ is a cancellation between two changes. When $E$ is doubled, the cross section for a given recoil energy falls by the factor $2^{-1/2}$. At the same time the largest possible recoil energy doubles, which raises the integral of $T^{-1/2}$ by the factor $2^{1/2}$. A faster ion therefore makes fewer collisions of each given $T$, and some harder ones that the slower ion could not make.

The distribution of the loss over recoil energies follows from the same integral. Recoils with $T<\tau\gamma E$, where $0<\tau\le1$, supply the fraction

$$\frac{\int_0^{\tau\gamma E}T^{-m}dT}{\int_0^{\gamma E}T^{-m}dT}
=\frac{(\tau\gamma E)^{1-m}}{(\gamma E)^{1-m}}=\tau^{1-m} \tag{14}$$

of the stopping. At $m=1/2$ this fraction is one half when $\tau=1/4$. Half of the mean loss thus comes from recoils that take more than a quarter of the largest possible energy. By (6) these have $\sin(\theta/2)>1/2$, or $\theta>60^\circ$. The mean energy loss is smooth in $E$, although much of it comes from violent events.

If fluctuations are ignored and the ion is assigned the mean loss (7) at every point, its total path length is found by integrating $dx=-dE/(NS)$. With (10),

$$R=\int_0^E\frac{dE'}{N S(E')}
=\frac{(1-m)\gamma^{m-1}}{NC}\int_0^E E'^{\,2m-1}dE'
=\frac{(1-m)\gamma^{m-1}}{2mNC}\,E^{2m}, \tag{15}$$

which is finite for $0<m<1$. For $m\le0$ the integral diverges at its lower end, because the stopping then falls at least in proportion to $E$ as the ion slows. At $m=1/2$ the path is $R=E/(NS)$. The ion loses equal energies over equal distances, as a body does under a constant retarding force. Formula (15) assumes one value of $m$ down to rest, and it gives the length of the path, which exceeds the depth reached when the path bends.

The cross section (1) arises from a repulsive potential

$$V(r)=A\,r^{-s},\qquad A>0,\quad s>1, \tag{16}$$

when the deflection is small. The relative motion is that of one particle with reduced mass $\mu=M_1M_2/(M_1+M_2)$ and speed $v$. Its kinetic energy at large separation is

$$E_c=\frac{\mu v^2}{2}=\frac{M_2}{M_1+M_2}\,E. \tag{17}$$

To first order in $V/E_c$ the force may be evaluated along the undeflected line $r=\sqrt{b^2+z^2}$, where $b$ is the impact parameter. The force has magnitude $sA\,r^{-s-1}$, and its component across the line is smaller by the factor $b/r$. With $dt=dz/v$ the transverse momentum gained is

$$\Delta p=\frac{sAb}{v}\int_{-\infty}^{\infty}\frac{dz}{(b^2+z^2)^{(s+2)/2}}
=\frac{sA}{v\,b^{s}}\int_{-\pi/2}^{\pi/2}\cos^s\!\alpha\,d\alpha. \tag{18}$$

The second form uses $z=b\tan\alpha$: the differential supplies $b\cos^{-2}\alpha$ and the denominator supplies $b^{-s-2}\cos^{s+2}\alpha$. The angular integral is a beta function with the value $\sqrt\pi\,\Gamma(\frac{s+1}{2})/\Gamma(\frac s2+1)$. The small deflection is $\theta=\Delta p/(\mu v)$. With $\mu v^2=2E_c$ and $\Gamma(\frac s2+1)=\frac s2\Gamma(\frac s2)$, the factor $s/2$ cancels:

$$\theta=\frac{gA}{E_c\,b^s},\qquad
g=\sqrt\pi\,\frac{\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2\right)}. \tag{19}$$

For small angles (6) becomes $T=\gamma E\theta^2/4$. Insert (19) and solve for $b^2$, writing $m=1/s$:

$$b^2=\left[\frac{\gamma E}{4E_c^2}\,\frac{g^2A^2}{T}\right]^{m}
=\left[\frac{M_1}{M_2}\,\frac{g^2A^2}{E\,T}\right]^m. \tag{20}$$

The second form follows from (6) and (17), since

$$\frac{\gamma E}{4E_c^2}=\frac{4M_1M_2E}{(M_1+M_2)^2}\,\frac{(M_1+M_2)^2}{4M_2^2E^2}=\frac{M_1}{M_2E}. \tag{21}$$

Collisions closer than $b$ transfer more than $T$, so the cross section for exceeding $T$ is $\pi b^2$. The cross section for the interval $dT$ is its decrease, $d\sigma=-\pi\,(db^2/dT)\,dT$. Differentiating $T^{-m}$ brings down $-m$, the two signs cancel, and (1) results with

$$C=\pi m\left(\frac{M_1}{M_2}\right)^m(gA)^{2m},\qquad m=\frac1s. \tag{22}$$

The convergence condition $m<1$ now says that the potential falls faster than the Coulomb potential. The energy-independent case $m=1/2$ corresponds to $s=2$, the inverse-square potential. This derivation covers $0<m<1$ and small angles, whereas the integral (8) uses (1) up to $\theta=\pi$.

## 2. Large angles, and antimony ions in antimony

An ion of mass $M_1$ and energy $E$ meets atoms of mass $M_2$ and number density $N$. The largest recoil energy is $\gamma E$, with $\gamma=4M_1M_2/(M_1+M_2)^2$, and the energy of relative motion is $E_c=EM_2/(M_1+M_2)$. The cross section $d\sigma=CE^{-m}T^{-1-m}dT$ gives the stopping cross section (10), which is proportional to $E^{1-2m}$ and equals $2C\gamma^{1/2}$ at $m=1/2$. A potential $V=Ar^{-s}$ with $s=1/m$ produces this cross section at small angles, with $C$ given by (22).

Since half of the stopping at $m=1/2$ was assigned to deflections above $60^\circ$, the use of a small-angle law there needs examination. The classical deflection in a central potential follows from two conservation laws. Angular momentum gives $r^2\dot\varphi=vb$. Energy conservation then gives $\dot r^2=v^2[1-V/E_c-b^2/r^2]$. Dividing $\dot\varphi$ by $|\dot r|$, and counting the incoming and outgoing halves of the orbit, one finds

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}}, \tag{23}$$

where the root vanishes at the closest approach $r_0$. For $V=Ar^{-s}$ define a length $\ell$ and measure all distances in it:

$$\ell=\left(\frac{A}{E_c}\right)^{1/s},\qquad r=\ell\rho,\quad b=\ell\beta. \tag{24}$$

Then $V/E_c=\rho^{-s}$, the factors of $\ell$ outside the root cancel, and $\theta$ depends on $\beta$ and $s$ alone. The stopping cross section, written as an integral over impact parameter, becomes

$$S=\int_0^\infty T\,2\pi b\,db
=2\pi\gamma E\,\ell^2\int_0^\infty\sin^2\frac{\theta(\beta)}{2}\,\beta\,d\beta. \tag{25}$$

The last integral is a number. By (19) the integrand falls as $\beta^{1-2s}$ at large $\beta$, so the integral converges for $s>1$, which is again $m<1$. Since $\ell^2\propto E^{-2/s}=E^{-2m}$, the product $E\ell^2$ is proportional to $E^{1-2m}$. For a pure power potential the exponent therefore holds for classical scattering at all angles, and the small-angle approximation affects the prefactor alone. In the inverse-square case the effective collision area $\ell^2$ shrinks as $1/E$ while the energy scale of a recoil grows as $E$.

Numerical orbits with $M_2=3M_1$, compared at 10 keV and 1 MeV, gave the exponents $0.33333$, $0.00000$ and $-0.33333$ for $m=1/3$, $1/2$ and $2/3$. The ratio of formula (10), with $C$ from (22), to the stopping from these orbits was 0.772, 0.988 and 1.058 respectively. The prefactor is thus 23% low at $m=1/3$, 1.2% low at $m=1/2$ and 6% high at $m=2/3$, relative to the full orbits.

For $s=2$ the deflection can be found in closed form. The two terms under the root in (23) combine, because both vary as $r^{-2}$:

$$1-\frac{A}{E_cr^2}-\frac{b^2}{r^2}=1-\frac{r_0^2}{r^2},\qquad r_0^2=b^2+\ell^2,\quad \ell^2=\frac{A}{E_c}. \tag{26}$$

With $u=r_0/r$ the integral in (23) is $r_0^{-1}\int_0^1du/\sqrt{1-u^2}=\pi/(2r_0)$, and therefore

$$\theta=\pi\left[1-\frac{b}{\sqrt{b^2+\ell^2}}\right]. \tag{27}$$

A head-on collision has $b=0$ and $\theta=\pi$. At large $b$ the expansion of the root gives $\theta\simeq\pi\ell^2/(2b^2)$, in agreement with (19), where $g=\pi/2$ for $s=2$.

Put $x=b^2/\ell^2$, so that $2\pi b\,db=\pi\ell^2dx$. By (27), $\theta/2$ is $\pi/2$ minus an angle, and its sine is the cosine of that angle. The stopping is

$$S=\pi\gamma E\ell^2 I,\qquad
I=\int_0^\infty\cos^2\!\left(\frac{\pi}{2}\sqrt{\frac{x}{1+x}}\right)dx=0.7952. \tag{28}$$

Since $\gamma E\ell^2=\gamma AE/E_c=4AM_1/(M_1+M_2)$, this equals

$$S=4\pi I\,\frac{M_1}{M_1+M_2}\,A. \tag{29}$$

The corresponding result of the power-law cross section follows from (22), which for $m=1/2$ gives $C=(\pi^2/4)A\sqrt{M_1/M_2}$, and from (13):

$$S=2C\gamma^{1/2}=\frac{\pi^2A}{2}\sqrt{\frac{M_1}{M_2}}\;\frac{2\sqrt{M_1M_2}}{M_1+M_2}
=\pi^2\,\frac{M_1}{M_1+M_2}\,A. \tag{30}$$

The ratio of (30) to (29) is $\pi/(4I)=0.988$ for any pair of masses. The extension to large angles therefore costs little in this case.

Atoms do not repel each other with one power of $r$. At small separation the nuclei repel almost as bare charges, and farther out the electrons screen them. For two antimony atoms, $Z=51$, a model potential is

$$V(r)=\frac{Z^2e^2}{4\pi\varepsilon_0 r}\,\Phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{2Z^{0.23}}=0.00948\ \text{nm}, \tag{31}$$

with $a_0$ the Bohr radius and $\Phi$ the universal screening function of Ziegler, Biersack and Littmark,

$$\begin{aligned}\Phi(y)={}&0.1818e^{-3.2y}+0.5099e^{-0.9423y}\\&+0.2802e^{-0.4029y}+0.02817e^{-0.2016y}.\end{aligned} \tag{32}$$

The local power of this potential is $n(r)=-d\ln V/d\ln r$. It tends to 1 as $r\to0$ and grows without limit at large $r$, so it passes through 2. This happens at $r_*=0.01550$ nm, where $V=66.61$ keV. The inverse-square potential with the same value and slope at that point has

$$A=V(r_*)\,r_*^2=66.61\ \text{keV}\times(0.01550\ \text{nm})^2=16.0\ \text{eV nm}^2. \tag{33}$$

Antimony ions striking antimony have $M_1=M_2$ and $\gamma=1$. From (22) and (13),

$$C=\frac{\pi^2}{4}A=39.5\ \text{eV nm}^2,\qquad S=2C=78.9\ \text{eV nm}^2, \tag{34}$$

or $7.89\times10^{-13}$ eV cm$^2$. With a rough atomic density of 33 nm$^{-3}$ the mean loss is $NS=2.6$ keV/nm.

This constant can be compared with the stopping from full orbits in the screened potential. At 200 keV the orbits give $78.0$ eV nm$^2$, and the constant is 1.3% larger. Part of this closeness is a cancellation: dividing the constant by 0.988 gives 79.9 eV nm$^2$ for full orbits in the inverse-square potential, about 2.5% above the screened result.

The distances involved explain part of the match near this energy. Here $E_c=100$ keV, and $\ell=\sqrt{16.0/10^5}$ nm $=0.0126$ nm. By (27), deflections above $60^\circ$ require $b/\sqrt{b^2+\ell^2}<2/3$, or $b^2<0.8\,\ell^2$. Their closest approaches $r_0=\sqrt{b^2+\ell^2}$ then lie between $\ell$ and $1.34\,\ell$, that is, between 0.0126 and 0.0170 nm. The tangent radius 0.0155 nm falls inside this interval, so hard collisions at 200 keV probe the region where the screened potential resembles $r^{-2}$. The rest is a further cancellation. Compared with full orbits in the inverse-square potential, the screened potential gives 3.5% more stopping from deflections above $60^\circ$ (41.7 against 40.3 eV nm$^2$) and 8.5% less from softer ones (36.3 against 39.6 eV nm$^2$).

At other energies the ion probes other parts of the potential. Equation (12) suggests a local exponent $m_{\rm loc}=\frac12(1-d\ln S/d\ln E)$. In the screened potential $m_{\rm loc}$ is 0.43 at 100 keV, 0.48 at 200 keV and 0.54 at 400 keV. The nuclear stopping has a broad maximum of 78.3 eV nm$^2$ near 250 keV. Relative to this maximum it is 6% lower at 100 keV, 2% lower at 400 keV and 11% lower at 800 keV. The energy-independent case is thus a description of the neighbourhood of a maximum, and not of the whole energy range.

At 1 keV the screened potential gives $S=14.1$ eV nm$^2$ and $m_{\rm loc}=0.24$. The constant (34) is then too large by a factor of 5.6. The slower ion turns back farther out, where the potential is steeper than $r^{-2}$, and a steeper potential means a smaller $m$ and a stopping that rises with energy.

With the mean loss held constant, slowing from 200 to 50 keV takes a path of

$$\Delta x=\frac{150\ \text{keV}}{2.605\ \text{keV/nm}}=57.6\ \text{nm}. \tag{35}$$

The nuclear stopping of the screened potential gives 61.4 nm, because it falls to 64.8 eV nm$^2$ at 50 keV. The constant value shortens the path by 6% relative to this result.

Both figures treat the loss as continuous, which is a poor picture of a single ion. From (1) with $m=1/2$ and $\gamma=1$, the cross section for recoils above $E/4$ is

$$\sigma_h=CE^{-1/2}\int_{E/4}^{E}T^{-3/2}dT
=2CE^{-1/2}\left[\frac{2}{E^{1/2}}-\frac{1}{E^{1/2}}\right]=\frac{2C}{E}=\frac SE. \tag{36}$$

At 200 keV the mean free path for such a collision is $1/(N\sigma_h)=E/(NS)=77$ nm, longer than the path (35). If the energy followed the mean loss, the expected number of these collisions between 200 and 50 keV would be $\int N\sigma_h\,dx=\int dE/E=\ln4\approx1.4$. Individual ions therefore differ widely in path length, and (35) is a scale for the slowing and not a prediction for each ion. With discrete collisions drawn from (1), the last collision carries the ion below 50 keV, to about 37 keV on average, so the mean path is about 62 nm rather than 57.6 nm, with a standard deviation of about 33 nm.

Energy given to electrons has been left out so far. The Lindhard–Scharff estimate, which is proportional to the ion speed, reads for equal atoms

$$S_e=8\pi\,\frac{e^2a_0}{4\pi\varepsilon_0}\,\frac{Z^{13/6}}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_0}, \tag{37}$$

where $v_0$ is the Bohr speed. It gives 17.1 eV nm$^2$ at 200 keV, or 22% of the nuclear stopping in the screened potential. Adding it shortens the path from 61.4 to 52.2 nm. The sum of nuclear and electronic stopping rises from 85.5 eV nm$^2$ at 100 keV to 100.9 eV nm$^2$ at 400 keV, an increase of 18%. The energy independence belongs to the nuclear part, and the total loss does not share it here.

The binary picture is doubtful when an ion passes two atoms at comparable distances. Half the mean atomic spacing, $\frac12N^{-1/3}$, is 0.156 nm. Closest approaches beyond it supply 0.5% of the stopping in the inverse-square potential and $10^{-5}$ of it in the screened potential, both at 200 keV. At that energy such distant collisions contribute little to $S$ in either potential. Relativistic corrections are negligible, since $E/(M_1c^2)=1.8\times10^{-6}$.

Ion energies of tens to hundreds of keV belong to heavy-ion implantation, and the example lies in that regime. A pure antimony target was chosen for its equal masses; implantation usually aims at other solids. Plasma sputtering works with much lower ion energies, roughly 1 keV and below. The factor of 5.6 found at 1 keV belongs to antimony on antimony. With universal screening, $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$, the ratio of the constant to the screened stopping depends only on the reduced energy $4\pi\varepsilon_0 aE_c/(Z_1Z_2e^2)$, which for antimony on antimony is 0.25 at 200 keV and 0.0013 at 1 keV. Lighter pairs reach their maximum at lower energy: at 1 keV the ratio is 2.2 for argon on copper, 1.4 for neon on silicon and 1.01 for helium on silicon. The constant stopping should therefore not be used for heavy ions at sputtering energies, but the error depends on the pair. Among the neglected effects on the mean loss that were sized here for 200 keV, electronic loss is the largest. Two others have not been sized: a crystalline target can guide ions along open channels, and target atoms are bound to their neighbours. The screened potential is itself a model, so its agreement with the constant value tests the inverse-square approximation and not the stopping of real antimony. At 200 keV the choice of screening function matters at the level of several per cent: the krypton–carbon function with Firsov's screening length gives 72.6 eV nm$^2$ at 200 keV, 7% less than the 78.0 eV nm$^2$ found with (32). At 1 keV common screening functions differ more: Molière's function with Lindhard's screening length lies 26% above (32). The numerical output lists the values for (32) at the other energies.

## Computed values

```
GENERAL RESULTS (dimensionless)
m = 0.3333: exponent from trajectories = +0.33333, S formula/trajectories = 0.7723
m = 0.5000: exponent from trajectories = +0.00000, S formula/trajectories = 0.9877
m = 0.6667: exponent from trajectories = -0.33333, S formula/trajectories = 1.0579
Pure number I for inverse-square stopping = 0.79520
m = 1/2: share of S from T < gamma E/4 = 0.5000
EXAMPLE: Sb ions in Sb
Atomic number = 51, mass = 121.76 u, gamma = 1.0
Rough atomic density N = 33.0 nm^-3
Ion energy = 200 keV, final energy = 50 keV
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
Screening length = 0.00948 nm
Tangent radius (log slope -2) = 0.01550 nm
Screened potential at tangent radius = 66.61 keV
Inverse-square strength A = 15.998 eV nm^2
Cross-section constant C (m = 1/2) = 39.473 eV nm^2
Constant stopping S = 78.95 eV nm^2 = 7.895e-13 eV cm^2
Constant energy loss N S = 2605 eV/nm
Screened-potential S at 200 keV = 77.97 eV nm^2
Constant S / screened S at 200 keV = 1.0126
Screened S maximum = 78.25 eV nm^2 at 247 keV
Head-on closest approach at the maximum = 0.01119 nm
Energy (keV) | nuclear S (eV nm^2) | local m | electronic S (eV nm^2)
    1 |   14.06 |  0.236 |   1.21
   10 |   40.00 |  0.315 |   3.83
   50 |   64.78 |  0.389 |   8.56
  100 |   73.41 |  0.432 |  12.10
  200 |   77.97 |  0.483 |  17.11
  400 |   76.71 |  0.541 |  24.20
  800 |   69.41 |  0.603 |  34.23
Constant S / screened S at 1 keV = 5.62
Electronic/nuclear stopping at 200 keV = 0.219
Path 200 to 50 keV, constant S = 57.6 nm
Path 200 to 50 keV, screened nuclear S = 61.4 nm
Path 200 to 50 keV, nuclear + electronic = 52.2 nm
Half the mean atomic spacing = 0.1559 nm
Share of S beyond it, inverse-square = 5.12e-03
Share of S beyond it, screened = 9.93e-06
Relativistic parameter E/(M c^2) at 200 keV = 1.76e-06
```
